# Ionized fraction of phosphorus donors in silicon at 77 K

## The problem

A silicon crystal contains \(N_D=10^{16}\ \mathrm{cm^{-3}}\) phosphorus donors and no acceptors. What fraction \(x\) of the donors is ionized in thermal equilibrium at \(T=77\ \mathrm K\)? Include the spin degeneracy of the neutral donor, but neglect its excited states.

Energies are measured from the conduction-band edge. The donor level lies at \(-E_b\), where \(E_b>0\) is the binding energy, and \(\mu\) is the chemical potential of the electrons. The donors are taken to be far enough apart not to influence one another. Densities are in \(\mathrm{cm^{-3}}\) and energies in meV.

The material enters through rough values: \(E_b=45\ \mathrm{meV}\), and six equivalent conduction-band valleys with longitudinal mass \(m_l=0.92\,m_e\) and transverse mass \(m_t=0.19\,m_e\), where \(m_e\) is the free-electron mass. At 77 K the thermal energy is \(kT=6.635\ \mathrm{meV}\).

## A tempting solution

**This solution contains an error.** It starts with the electrons in the band. Near the bottom of a valley whose long axis is along \(z\),

\[
E(\mathbf k)=\frac{\hbar^2}{2}\left(\frac{k_x^2+k_y^2}{m_t}+\frac{k_z^2}{m_l}\right),
\]

with \(\mathbf k\) measured from the valley minimum. If the band is sparsely occupied, the Fermi function may be replaced by the Boltzmann factor \(e^{(\mu-E)/kT}\). With six valleys and two spin directions, the free-electron density is

\[
n=6\cdot 2\int\frac{d^3k}{(2\pi)^3}\,e^{(\mu-E(\mathbf k))/kT}.
\]

The integral is a product of three Gaussian integrals,

\[
\int_{-\infty}^{\infty}dk\,e^{-\hbar^2k^2/(2mkT)}=\frac{\sqrt{2\pi m kT}}{\hbar},
\]

two with \(m=m_t\) and one with \(m=m_l\). (In the exponent, \(k^2\) is the squared wave number and \(kT\) the thermal energy.) Their product is \((2\pi kT)^{3/2}\sqrt{m_t^2m_l}/\hbar^3\). Dividing by \((2\pi)^3\) and defining \(m_d=(m_lm_t^2)^{1/3}\) gives

\[
n=N_c\,e^{\mu/kT},\qquad
N_c=12\left(\frac{m_dkT}{2\pi\hbar^2}\right)^{3/2}.
\]

Here \(m_d=0.321\,m_e\) and \(N_c=3.568\times10^{18}\ \mathrm{cm^{-3}}\).

Next come the donors. Electrons are fermions, so it seems natural to give the donor level the Fermi occupation

\[
f=\frac{1}{1+e^{(-E_b-\mu)/kT}} .
\]

The ionized fraction would then be

\[
x_{\rm w}=1-f=\frac{1}{1+e^{(\mu+E_b)/kT}},
\]

where the subscript marks the wrong result. Each ionized donor has supplied one free electron, so \(n=x_{\rm w}N_D\) and \(e^{\mu/kT}=x_{\rm w}N_D/N_c\). Hence

\[
\frac{1-x_{\rm w}}{x_{\rm w}}=e^{\mu/kT}e^{E_b/kT}
=\frac{x_{\rm w}N_D}{N_c}\,e^{E_b/kT},
\]

or

\[
\frac{x_{\rm w}^2}{1-x_{\rm w}}=\frac{N_c}{N_D}\,e^{-E_b/kT}
=\frac{3.568\times10^{18}}{10^{16}}\times1.134\times10^{-3}=0.405 .
\]

The positive root of this quadratic equation is \(x_{\rm w}=0.465\).

## Where the fault lies

The band density and the charge balance are sound. The fault is the use of \(f\) for the donor. The Fermi function gives the mean occupation of one single-particle state that is filled independently of all others. A donor offers two such states, spin up and spin down, and they are not independent: once one is filled, electron repulsion makes it costly to fill the other.

The remedy is to list the states of the whole donor. In equilibrium with a reservoir of electrons, a donor state with \(N\) electrons and energy \(E\) has the weight \(e^{-(E-N\mu)/kT}\). Let \(U\) be the repulsion energy of two electrons on the same donor. The four states are:

- no electron, with energy \(0\) and weight \(1\);
- one electron with spin up, with energy \(-E_b\) and weight \(e^{(\mu+E_b)/kT}\);
- one electron with spin down, with the same energy and weight;
- two electrons, with energy \(-2E_b+U\) and weight \(e^{(2\mu+2E_b-U)/kT}\).

If \(U\) were zero, the sum of the weights would be \((1+e^{(\mu+E_b)/kT})^2\). Each spin state would then follow its own Fermi function, and a donor could readily hold two electrons. If \(U\) is large, the last weight drops out, and the sum is \(1+2e^{(\mu+E_b)/kT}\). Neither case gives the sum \(1+e^{(\mu+E_b)/kT}\) used above, which belongs to a donor with a single, spinless bound state.

For a shallow donor the second case applies. Suppose the repulsion lifts the second electron to the band edge, so that adding it to a neutral donor costs no energy relative to that edge. This means \(-E_b+U=0\), or \(U=E_b\), and the weight of the doubly occupied state is \(e^{(2\mu+E_b)/kT}\). A numerical solution that keeps all four states with this \(U\) finds a fraction \(3.2\times10^{-4}\) of the donors doubly occupied. If the second electron were instead bound by a small energy \(\delta\), its weight would grow by the factor \(e^{\delta/kT}\). For \(\delta\) up to \(kT\) this is at most a factor of 2.7. The doubly occupied donor is counted here as a single state; even if the six valleys made it twelvefold degenerate, its share would stay at about one percent or less and \(x\) would move by less than 0.002, so the state remains negligible.

## The right solution

With double occupation dropped, the probability that a donor is empty, and therefore ionized, is

\[
x=\frac{1}{1+2e^{(\mu+E_b)/kT}} .
\]

The factor 2 counts the ways in which a donor can be neutral; it does not mean that the donor holds two electrons. When \(\mu\) coincides with the donor level, \(x=1/3\) and not \(1/2\), because the three allowed states then have equal weights.

Charge neutrality requires \(n=xN_D+p\), where \(p\) is the hole density. To see that \(p\) can be dropped, take the effective density of states of the valence band to be equal to \(N_c\), which suffices for an order of magnitude. With a band gap \(E_g\), \(p=N_ce^{-(E_g+\mu)/kT}\), so that \(pn=N_c^2e^{-E_g/kT}\) and

\[
\frac pn=\left(\frac{N_c}{n}\right)^2e^{-E_g/kT}.
\]

For a rough gap of 1100 meV this is of order \(10^{-66}\). Therefore \(n=xN_D\), and the band relation gives \(e^{\mu/kT}=xN_D/N_c\). Inserting this into the donor statistics,

\[
\frac{1-x}{x}=2e^{\mu/kT}e^{E_b/kT}=\frac{2xN_D}{N_c}\,e^{E_b/kT}.
\]

Multiplying by \(x\), and then dividing by \(1-x\) and by the factor in front of \(x^2\), gives

\[
\frac{x^2}{1-x}=r,\qquad r=\frac{n_1}{N_D},\qquad
n_1=\frac{N_c}{2}\,e^{-E_b/kT}.
\]

Since \(n=xN_D\), the first relation can also be written as \(n\,(xN_D)/[(1-x)N_D]=n_1\). This is a law of mass action for the reaction in which a neutral donor splits into an ionized donor and a free electron. The density \(n_1\) is the free-electron density at which half of the donors are ionized.

To solve for \(x\), write \(x^2+rx-r=0\). The roots are \([-r\pm\sqrt{r^2+4r}]/2\), and the lower sign gives a negative fraction. Multiplying numerator and denominator of the other root by \(\sqrt{r^2+4r}+r\) gives

\[
x=\frac{(r^2+4r)-r^2}{2\left(\sqrt{r^2+4r}+r\right)}
=\frac{2r}{r+\sqrt{r^2+4r}}
=\frac{2}{1+\sqrt{1+4/r}} .
\]

The numbers are

\[
n_1=\tfrac12\,(3.568\times10^{18})(1.134\times10^{-3})\ \mathrm{cm^{-3}}
=2.023\times10^{15}\ \mathrm{cm^{-3}},\qquad r=0.2023,
\]

\[
x=\frac{2}{1+\sqrt{1+19.77}}=\frac{2}{5.557}=0.360 .
\]

**About 36% of the donors are ionized.** The free-electron density is \(n=3.6\times10^{15}\ \mathrm{cm^{-3}}\), and \(6.4\times10^{15}\ \mathrm{cm^{-3}}\) donors remain neutral. The chemical potential is \(\mu=kT\ln(n/N_c)=-45.8\ \mathrm{meV}\), which is 0.8 meV below the donor level.

The Boltzmann approximation can now be checked. With \(b=e^{(\mu-E)/kT}\), the Fermi function is \(b/(1+b)\), so replacing it by \(b\) makes a relative error \(b\). In the band \(E\ge0\), and therefore \(b\le e^{\mu/kT}=n/N_c=1.0\times10^{-3}\). The numerical solution that keeps the Fermi function and all four donor states also gives \(x=0.360\).

## The same result by counting

Once the two spin states of a neutral donor are counted, the same formula for \(x\) follows without a chemical potential. Put \(N\) donors in a volume \(V=N/N_D\) and let \(M\) of them be ionized. There are \(\binom NM\) ways to choose these. Each of the \(N-M\) neutral donors contributes two spin states and a factor \(e^{E_b/kT}\). The \(M\) free electrons form a dilute gas with the partition function \((N_cV)^M/M!\). The total weight is

\[
W(M)=\binom NM\,2^{N-M}e^{(N-M)E_b/kT}\,\frac{(N_cV)^M}{M!}.
\]

The most probable \(M\) is found where neighbouring weights are equal:

\[
\frac{W(M+1)}{W(M)}=\frac{N-M}{M+1}\cdot\frac{e^{-E_b/kT}}{2}\cdot\frac{N_cV}{M+1}=1 .
\]

For large \(M\), \(M+1\) may be replaced by \(M\). Setting \(M=xN\) and \(V=N/N_D\) then gives \(x^2/(1-x)=N_ce^{-E_b/kT}/(2N_D)=r\), as before. The mean of \(M/N\), summed numerically over all \(M\) for a large number of donors, is again 0.360.

This count also explains why so many donors are ionized although \(E_b\) is 6.8 times \(kT\). The Boltzmann factor is about \(10^{-3}\), but the band offers \(N_c/N_D\approx357\) effective states per donor. The spin degeneracy of the neutral donor works in the opposite direction: since \(2e^{E_b/kT}=e^{(E_b+kT\ln2)/kT}\), it acts like an extra binding of \(kT\ln2=4.6\ \mathrm{meV}\).

## Limiting cases

If \(r\gg1\), nearly all donors are ionized. Setting \(x\approx1\) in the numerator of \(x^2/(1-x)=r\) gives \(1-x\approx1/r\). At fixed \(N_c\), the spin degeneracy of the neutral donor halves \(r\) and so doubles the small neutral fraction. At 300 K the same model gives \(x=0.996\); the neutral fraction there is sensitive to excited donor states, and the five valley partners discussed below alone make it about four times larger (\(x=0.983\)).

If \(r\ll1\), the donors are frozen out. Then \(1-x\approx1\), so that \(x\approx\sqrt r\) and

\[
n\approx\sqrt{n_1N_D}=\sqrt{\frac{N_cN_D}{2}}\;e^{-E_b/(2kT)} .
\]

The exponent contains half the binding energy, because the product of two equal densities, free electrons and ionized donors, is proportional to \(e^{-E_b/kT}\). Here the same degeneracy lowers \(x\) by the factor \(1/\sqrt2\approx0.71\). The present case lies between the limits: the ratio of the right to the wrong answer is \(0.360/0.465=0.77\), and \(\sqrt r=0.45\) would be a poor estimate of \(x\).

The half-energy law depends on the absence of acceptors. Let there be \(N_A<N_D\) acceptors, each of which has taken up one electron. Neutrality then requires \(n+N_A\) ionized donors, leaving \(N_D-N_A-n\) neutral ones, and the law of mass action becomes

\[
\frac{n\,(n+N_A)}{N_D-N_A-n}=n_1 .
\]

When the temperature is so low that \(n\) is much smaller than both \(N_A\) and \(N_D-N_A\), this reduces to \(n\approx n_1(N_D-N_A)/N_A\). The exponent now contains the full \(E_b\), and the ionized fraction tends to \(N_A/N_D\) instead of zero. The result for the uncompensated crystal therefore requires \(N_A\) to be small compared with \(n=3.6\times10^{15}\ \mathrm{cm^{-3}}\).

## How far the number can be trusted

The binding energy is a rough input and stands in an exponent. Taking the logarithm of \(x^2/(1-x)=r\) and differentiating gives

\[
\left(\frac2x+\frac1{1-x}\right)dx=\frac{2-x}{x(1-x)}\,dx=d\ln r=-\frac{dE_b}{kT},
\]

since \(E_b\) enters \(r\) through \(e^{-E_b/kT}\). Thus

\[
\frac{dx}{dE_b}=-\frac{x(1-x)}{(2-x)kT}
=-\frac{0.360\times0.640}{1.640\times6.635\ \mathrm{meV}}
=-0.021\ \mathrm{meV^{-1}} .
\]

A change of 1 meV in \(E_b\) moves \(x\) to 0.38 or 0.34, so two digits are the most that these inputs support.

The neglect of excited donor states, which the problem prescribes, matters more. The six valleys give six combinations of the lowest donor orbital. One of them is the ground level; the other five lie higher, here taken together at a rough \(\Delta=12\ \mathrm{meV}\) above it. Each has two spin states, so the factor 2 in the donor statistics is replaced by

\[
g=2\left(1+5e^{-\Delta/kT}\right)=3.64 .
\]

The derivation is otherwise unchanged, with \(n_1=(N_c/g)e^{-E_b/kT}\). A larger \(g\) means a smaller \(r\) and a smaller \(x\), and the result is \(x=0.28\), about one fifth below 0.36. The hydrogen-like levels still higher up (the lowest of them bound by about 11.5, 9 and 6.4 meV) add a little more to \(g\) and bring \(x\) to about 0.27. The splitting is less than twice \(kT\), and five levels share the thermal population, so they cannot be ignored in a real crystal at 77 K. The value 0.36 answers the question as posed; it is not a prediction for a measurement.

The other main condition is that the donors are isolated, and it is only roughly met even at this doping. The free electrons screen the donor charge over the Debye length \(L_D=\sqrt{\varepsilon kT/(e^2n)}\), about 35 nm for \(\varepsilon=11.7\,\varepsilon_0\) and \(n=3.6\times10^{15}\ \mathrm{cm^{-3}}\). This lowers the binding energy by roughly \(e^2/(4\pi\varepsilon L_D)\approx3.6\ \mathrm{meV}\). With the slope found above, that raises \(x\) by about 0.08, as much as the excited states lower it. Neither 0.36 nor 0.28 is therefore a prediction for a real crystal. At much higher doping the bound orbitals overlap and the donor level broadens, so that a single \(E_b\) no longer describes it. The numerical output lists the main values used here.

## Numbers as computed

```
Temperature: 77 K
Donor density N_D: 1.0e+16 cm^-3
Binding energy E_b (rough input): 45 meV
Longitudinal mass (rough input): 0.92 m_e
Transverse mass (rough input): 0.19 m_e
Thermal energy kT: 6.6353 meV
E_b/kT: 6.7819 (no unit)
Density-of-states mass per valley: 0.3214 m_e
N_c, closed form: 3.5680e+18 cm^-3
N_c, quadrature: 3.5680e+18 cm^-3
exp(-E_b/kT): 1.1342e-03 (no unit)
n1: 2.0233e+15 cm^-3
r = n1/N_D: 0.2023 (no unit)
Ionized fraction x, closed form: 0.3599 (no unit)
x, canonical sum: 0.3599 (no unit)
x, full neutrality solution: 0.3599 (no unit)
Free-electron density n: 3.599e+15 cm^-3
Neutral-donor density: 6.401e+15 cm^-3
mu from band edge, closed form: -45.778 meV
mu from band edge, full solution: -45.782 meV
mu from donor level, closed form: -0.778 meV
n/N_c: 1.01e-03 (no unit)
Doubly occupied donor fraction: 3.2e-04 (no unit)
Gap for hole estimate (rough input): 1100 meV
log10(p/n), estimate: -66 (no unit)
dx/dE_b, formula: -0.0212 per meV
dx/dE_b, numerical: -0.0212 per meV
x for E_b = 44 meV: 0.3815 (no unit)
x for E_b = 46 meV: 0.3391 (no unit)
x without spin degeneracy: 0.4652 (no unit)
Excited 1s splitting (rough input): 12 meV
Effective g with excited 1s states: 3.639 (no unit)
x with excited 1s states: 0.2825 (no unit)
x at 300 K, same model: 0.9959 (no unit)
```
